# Elastic relaxation energy of a small-slope ridge on a strained film

A film grown coherently on a substrate with a different lattice spacing is stressed. While its surface is flat, the film cannot relieve that stress, because the substrate fixes its in-plane lattice spacing. If material gathers into a ridge on top of a thin wetting layer, as in Stranski-Krastanov growth, the crest can expand or contract sideways and elastic energy is released. The ridge also has more surface than the flat film, which costs energy. Deciding between the two requires the released energy as a function of the ridge shape.

## Model and result

Let \(x\) run across the ridge, \(y\) along it and \(z\) out of the substrate. The surface is \(z=h(x)\), uniform along \(y\), with period \(L\) in \(x\) and small slope \(|h'|\ll1\). Film and substrate are isotropic and linearly elastic, with the same Young modulus \(E\) and Poisson ratio \(\nu\). The substrate is much thicker than \(L\), and the surface does not cut below the flat film–substrate interface.

The Fourier convention is

\[
h(x)=\sum_q h_q e^{iqx},\qquad h_q=\frac1L\int_0^L h(x)e^{-iqx}\,dx,\qquad q=\frac{2\pi n}{L},
\]

with \(n\) running over positive and negative integers and zero. The elastic energy per unit length of ridge, relative to a flat film of equal volume, is to second order in \(h\)

\[
\Delta U=-C\,L\sum_q |q|\,|h_q|^2,\qquad C=\frac{(1-\nu^2)\sigma_0^2}{E}. \tag{1}
\]

Here \(\sigma_0\) is the in-plane stress of the flat film. The weight is the magnitude of the wavenumber; with a signed \(q\) the sum would vanish for every real profile. Surface energy, surface stress and wetting forces are not part of \(\Delta U\).

## The flat film

The flat film has in-plane elastic strain \(\varepsilon_0\) along both \(x\) and \(y\), negative in compression. Its top is free, so \(\sigma_{zz}=0\). Hooke's law gives \(\varepsilon_0=(\sigma_0-\nu\sigma_0)/E\), hence

\[
\sigma_0=\frac{E\varepsilon_0}{1-\nu},\qquad
w_0=\tfrac12(\sigma_0\varepsilon_0+\sigma_0\varepsilon_0)=\frac{E\varepsilon_0^2}{1-\nu},
\]

where \(w_0\) is the energy per volume. Inserting \(\sigma_0\) into \(C\) and using \(1-\nu^2=(1-\nu)(1+\nu)\),

\[
C=\frac{E\varepsilon_0^2(1+\nu)}{1-\nu}=(1+\nu)\,w_0 .
\]

Since \(C\) contains the square of the strain, tension and compression of equal size give the same relaxation.

## Energy of the shaped film

First give the film the profile \(h(x)\) while keeping the flat-film strain everywhere. The energy is \(w_0\) times the film's cross-section, the same as for a flat film of equal volume. This state is not in equilibrium, because the stress \(\sigma_0\) pulls or pushes on the inclined parts of the surface.

Now let the body move by an additional displacement \(\mathbf u\), with strain \(e_{ij}=\frac12(\partial_iu_j+\partial_ju_i)\). Nothing depends on \(y\) and no force acts along \(y\), so \(u_y=0\) and \(e_{yy}=0\): the additional deformation is plane strain. Expanding the quadratic energy density about the flat-film strain gives

\[
\Delta U[\mathbf u]=\sigma_0\int_{\rm film}\partial_xu_x\,dx\,dz+\tfrac12a(\mathbf u,\mathbf u). \tag{2}
\]

The linear term contains \(\sigma_0e_{xx}\) alone, because \(e_{yy}=0\) and the other flat-film stresses vanish. The form \(\frac12a(\mathbf u,\mathbf u)\) is the ordinary elastic energy of \(\mathbf u\) in film and substrate together.

The divergence theorem turns the first integral into \(\oint u_xn_x\,ds\) around the film. On the top surface the outward normal and line element are

\[
\mathbf n=\frac{(-h',\,1)}{\sqrt{1+h'^2}},\qquad ds=\sqrt{1+h'^2}\,dx,
\]

so \(n_x\,ds=-h'\,dx\). The interface is flat and has \(n_x=0\). The two vertical sides of a period cancel. Therefore

\[
\Delta U[\mathbf u]=-\sigma_0\int_0^Lh'u_x\,dx+\tfrac12a(\mathbf u,\mathbf u), \tag{3}
\]

with \(u_x\) taken on the actual surface. The film thickness has dropped out, provided the two materials have equal elastic constants. A finite-element minimization of the full energy confirms this: for a ridge 1 nm high, wetting layers of 1 nm and 20 nm give 0.9826 and 0.9827 of the energy from (1).

At the minimum, the first-order change of (3) must vanish for any small displacement \(\mathbf v\):

\[
a(\mathbf u,\mathbf v)=\sigma_0\int_0^Lh'v_x\,dx. \tag{4}
\]

Choosing \(\mathbf v=\mathbf u\) gives \(a(\mathbf u,\mathbf u)=\sigma_0\int h'u_x\,dx\), and (3) becomes

\[
\Delta U=-\frac{\sigma_0}{2}\int_0^Lh'u_x\,dx=-\tfrac12a(\mathbf u,\mathbf u)\le0. \tag{5}
\]

The factor one half has a direct meaning. The linear term releases \(a(\mathbf u,\mathbf u)\), and half of this is stored again in the deformation \(\mathbf u\).

## Response of the half-space

Equation (4) says that \(\mathbf u\) is the response to a tangential force \(\sigma_0h'\) per unit length in \(x\). This force is of first order in \(h\), and so is \(\mathbf u\). The product in (5) is already of second order, so replacing the curved body by the half-space \(z<0\) changes \(\Delta U\) at third order. The stresses produced by \(\mathbf u\) then obey, at \(z=0\),

\[
\sigma_{xz}=\sigma_0h'(x),\qquad\sigma_{zz}=0. \tag{6}
\]

Take one component \(\sigma_{xz}=\tau e^{iqx}\) with \(q>0\). Equilibrium is satisfied automatically by stresses derived from an Airy function \(\phi\),

\[
\sigma_{xx}=\partial_z^2\phi,\qquad\sigma_{zz}=\partial_x^2\phi,\qquad\sigma_{xz}=-\partial_x\partial_z\phi,
\]

and compatibility of the strains requires \(\nabla^4\phi=0\). The solutions that decay into the substrate are \(\phi=(A+Bz)e^{qz+iqx}\). At the surface \(\sigma_{zz}=-q^2Ae^{iqx}\), so \(A=0\). The shear stress is then \(-iqB(1+qz)e^{qz+iqx}\), and matching it to \(\tau e^{iqx}\) at \(z=0\) gives \(B=i\tau/q\). Differentiation yields

\[
\begin{aligned}
\sigma_{xx}&=i\tau(2+qz)e^{qz+iqx},\\
\sigma_{zz}&=-i\tau qz\,e^{qz+iqx},\\
\sigma_{xz}&=\tau(1+qz)e^{qz+iqx}.
\end{aligned}
\]

In plane strain \(e_{yy}=0\) requires \(\sigma_{yy}=\nu(\sigma_{xx}+\sigma_{zz})\). Hooke's law for \(e_{xx}\) becomes

\[
e_{xx}=\frac{\sigma_{xx}-\nu(\sigma_{yy}+\sigma_{zz})}{E}
=\frac{1+\nu}{E}\left[(1-\nu)\sigma_{xx}-\nu\sigma_{zz}\right].
\]

With the stresses inserted, the terms in \(qz\) have coefficient \((1-\nu)+\nu=1\), and

\[
e_{xx}=\frac{i(1+\nu)\tau}{E}\left[2(1-\nu)+qz\right]e^{qz+iqx}.
\]

Since \(e_{xx}=iqu_x\), division by \(iq\) gives

\[
u_x=\frac{(1+\nu)\tau}{Eq}\left[2(1-\nu)+qz\right]e^{qz+iqx}. \tag{7}
\]

Exchanging \(x\) and \(z\) in Hooke's law gives the vertical strain

\[
e_{zz}=\frac{1+\nu}{E}\left[(1-\nu)\sigma_{zz}-\nu\sigma_{xx}\right]
=-\frac{i(1+\nu)\tau}{E}(2\nu+qz)e^{qz+iqx},
\]

whose decaying integral over \(z\) is

\[
u_z=-\frac{i(1+\nu)\tau}{Eq}(qz-1+2\nu)e^{qz+iqx}.
\]

The shear strain must agree with these displacements. Apart from the common exponential,

\[
\partial_zu_x+\partial_xu_z=\frac{(1+\nu)\tau}{E}\left\{[2(1-\nu)+qz+1]+[qz-1+2\nu]\right\}
=\frac{2(1+\nu)\tau}{E}(1+qz),
\]

which is \(2(1+\nu)\sigma_{xz}/E\), as Hooke's law demands.

At the surface, (7) reduces to \(2(1-\nu^2)\tau/(Eq)\). For real fields the component at \(-q\) is the complex conjugate of that at \(q\), so the real compliance is the same for both:

\[
u_{x,q}=\frac{2(1-\nu^2)}{E|q|}\,\tau_q\qquad(q\ne0). \tag{8}
\]

The factor \(1/|q|\) reflects the depth of the strained region. A long wave of traction deforms material down to a depth of order \(1/|q|\), and the displacement grows in proportion.

## The Fourier sum

From (6), \(\tau_q=iq\sigma_0h_q\). Orthogonality of the waves gives \(\int_0^Lf g\,dx=L\sum_qf_q^*g_q\) for real \(f\) and \(g\). With \(f=h'\) and \(g=u_x\),

\[
\int_0^Lh'u_x\,dx
=L\sum_{q\ne0}(iqh_q)^*\,\frac{2(1-\nu^2)}{E|q|}\,iq\sigma_0h_q
=\frac{2(1-\nu^2)\sigma_0}{E}\,L\sum_q|q||h_q|^2 .
\]

The slopes supply \(q^2\), the compliance removes one power, and \(|q|\) remains. Multiplication by \(-\sigma_0/2\), as (5) requires, gives (1). The component \(q=0\) exerts no force and contributes nothing.

The surface stress provides a second way to reach the same coefficient. The surface value \(\sigma_{xx}=2i\tau\) means a stress change \(-2\sigma_0|q|h_q\). For \(h=a\cos kx\) with \(k>0\), the total stress along the surface is \(\sigma_0(1-2ka\cos kx)\): crests are relieved and troughs are loaded more heavily. The matching strain is \(e_{xx,q}=-2(1-\nu^2)\sigma_0|q|h_q/E\), and the elastic energy density at the surface changes to first order by

\[
\delta w_q=\sigma_0e_{xx,q}=-2C|q|h_q. \tag{9}
\]

Adding a thin layer \(\delta h\) of coherent material to an equilibrated body changes its energy by the local density times \(\delta h\). Varying (1) gives \(\delta\Delta U=-2CL\sum_q|q|h_q^*\delta h_q\), which agrees with (9). A simulation of surface evolution can use (9) as the shape-dependent elastic part of the chemical potential per volume. The flat film's constant \(w_0\) does not affect diffusion along the surface, but it must be added if the film exchanges material with a reservoir such as a vapour.

## Periodic ripple

For \(h=a\cos kx\) the coefficients are \(h_{\pm k}=a/2\). Both signs contribute, so

\[
\frac{\Delta U}{L}=-C\left(2\,k\,\frac{a^2}{4}\right)=-\frac{Cka^2}{2}.
\]

With a constant, isotropic surface energy \(\gamma\), the extra surface costs \(\gamma(\sqrt{1+h'^2}-1)\simeq\gamma h'^2/2\) per unit \(x\), whose average is \(\gamma k^2a^2/4\). The elastic gain is larger when

\[
k<\frac{2C}{\gamma},\qquad\text{or}\qquad\lambda=\frac{2\pi}{k}>\frac{\pi\gamma}{C}.
\]

To second order in \(a\), long ripples lower the energy and short ones raise it, whatever the amplitude. Very close to the threshold the two second-order terms nearly cancel, and higher orders in the slope decide the sign.

## Isolated ridge

For a single ridge of finite cross-section, define \(\hat h(q)=\int h\,e^{-iqx}dx\), with \(h\) measured from the wetting layer. Then \(h_q=\hat h(q)/L\) for \(q\ne0\), and neighbouring wavenumbers are \(2\pi/L\) apart. As \(L\to\infty\),

\[
L\sum_q|q||h_q|^2=\frac1L\sum_q|q||\hat h(q)|^2\;\longrightarrow\;\int_{-\infty}^{\infty}\frac{dq}{2\pi}|q||\hat h(q)|^2 .
\]

If a shape is stretched sideways at fixed height, \(h=Hf(x/w)\), then \(\hat h=Hw\hat f(qw)\). Substituting \(p=qw\) removes \(w\) altogether, leaving \(H^2\) times a number fixed by \(f\). For the Gaussian ridge \(h=He^{-x^2/2w^2}\), \(\hat h=\sqrt{2\pi}\,Hw\,e^{-q^2w^2/2}\) and

\[
\int\frac{dq}{2\pi}|q||\hat h|^2=2H^2w^2\int_0^\infty q\,e^{-q^2w^2}dq=H^2,
\qquad \Delta U=-CH^2. \tag{10}
\]

The cross-section is \(A=\sqrt{2\pi}\,Hw\), so the fraction of the ridge's stored energy that is released is

\[
\frac{CH^2}{w_0A}=\frac{(1+\nu)H}{\sqrt{2\pi}\,w}.
\]

This is proportional to the aspect ratio: a flatter ridge relaxes a smaller part of its energy. The surface cost at small slope is

\[
\frac{\gamma}{2}\int h'^2dx=\frac{\gamma H^2}{2w^4}\int x^2e^{-x^2/w^2}dx
=\frac{\gamma H^2}{2w^4}\,\frac{\sqrt\pi\,w^3}{2}=\frac{\sqrt\pi\,\gamma H^2}{4w}.
\]

Both energies scale as \(H^2\), so their balance depends on width alone. Relaxation wins for

\[
w>w^*=\frac{\sqrt\pi\,\gamma}{4C}. \tag{11}
\]

At fixed cross-section the question is different, because a narrower ridge is also taller. With \(H^2=A^2/(2\pi w^2)\), the net energy is

\[
F(w)=\frac{CA^2}{2\pi}\left(\frac{w^*}{w^3}-\frac1{w^2}\right),\qquad
\frac{dF}{dw}=\frac{CA^2}{2\pi}\left(-\frac{3w^*}{w^4}+\frac2{w^3}\right).
\]

The minimum within the Gaussian family lies at \(w=\frac32w^*\), whatever the area. The slope there grows with \(A\), so this optimum is meaningful for sufficiently small ridges. For larger ones the small-slope model drives the shape out of its own range, and steep-slope elasticity or facet energies must decide.

## Worked example

Take round model parameters: \(E=100\) GPa, \(\nu=0.25\), \(\varepsilon_0=-0.02\), \(\gamma=1\) J/m², and a Gaussian ridge with \(H=2\) nm and \(w=20\) nm. Its largest slope, at \(x=w\), is \((H/w)e^{-1/2}=0.061\). The flat-film stress and the prefactor are

\[
\sigma_0=\frac{100(-0.02)}{0.75}=-2.667\ {\rm GPa},\qquad
C=\frac{0.9375\,(2.667)^2}{100}=0.0667\ {\rm GPa}.
\]

Since 1 GPa nm² equals 1 nJ/m, (10) gives \(\Delta U=-0.0667\times4=-0.267\) nJ/m, or \(-1.664\) eV per nm of ridge. The unrelaxed ridge stores 33.38 eV/nm, so about 5.0% is released. The surface cost is 0.553 eV/nm, and the net energy is \(-1.664+0.553=-1.111\) eV/nm. The ridge is favoured over the flat film in this model, as (11) predicts: \(w^*=1.7725/(4\times0.0667)=6.65\) nm, well below 20 nm.

At fixed cross-section, 100.3 nm², the Gaussian optimum would be at \(w=1.5\times6.65=10.0\) nm. The height would be 4.0 nm and the largest slope about 0.24, four times that of the example. The optimum for this amount of material is therefore an indication of trend and should not be used as a predicted shape.

## Accuracy of the small-slope result

The finite-element calculation meshes the curved surface and minimizes the energy of the misfitting film without using (8). For Gaussian ridges 20 nm wide in an array of period 200 nm, its relaxation energy divided by that of (1) is 0.965, 0.983 and 0.991 for heights of 2, 1 and 0.5 nm. The deviation halves with the height, and extrapolation to zero height gives 0.9999. Formula (1) thus overestimates the relaxation of the 2 nm ridge by about 3.6% of the finite-element value. A correction of similar, though not identical, size applies to the isolated ridge. Carrying over the array ratio gives \(-0.965\times1.664+0.553\approx-1.05\) eV/nm, so its net energy is roughly \(-1.05\) rather than \(-1.11\) eV/nm.

A deviation linear in height comes from the cubic term of the energy. Translation symmetry allows products \(h_{q_1}h_{q_2}h_{q_3}\) with \(q_1+q_2+q_3=0\). A single cosine has wavenumbers \(\pm k\), and no three of them add to zero, so its first correction is of relative order \((ka)^2\). With \(ka=0.031\), the cosine ratio is 0.999 for both Poisson ratios examined. The two wavelengths in the output are scaled copies of one geometry, so they agree by construction. A surface with two harmonics, averaged over \(h\) and \(-h\) to remove odd orders, also gives 0.999, which supports the absence of cross terms at second order.

## Use in calculations

With \(N\) equally spaced samples, \(h_q\) is the forward discrete transform divided by \(N\), if the transform itself carries no prefactor. Sum over all wavenumbers in the two-sided spectrum. With a one-sided transform, double every term except \(q=0\) and, for even \(N\), the highest wavenumber.

A periodic cell describes an array, and the neighbours matter. The sum over \(q\) is a trapezoidal approximation, with spacing \(\Delta q=2\pi/L\), to the integral of \(g(q)=q|\hat h|^2/\pi\) over \(q>0\). Its leading error is \(-(\Delta q)^2g'(0)/12\), and \(g'(0)=A^2/\pi\) because \(\hat h(0)=A\). Hence

\[
L\sum_q|q||h_q|^2\simeq\int\frac{dq}{2\pi}|q||\hat h|^2-\frac{\pi A^2}{3L^2}. \tag{12}
\]

Each ridge relaxes less when it has well-separated neighbours: equal ridges that do not overlap repel, with an energy \(\pi CA^2/(3L^2)\) per ridge at large spacing. In the example, (12) gives \(1-0.066=0.934\) in units of \(H^2\); the full sum is 0.931. The relaxation falls from 1.664 to 1.550 eV/nm, a loss of 6.9% relative to the isolated ridge. To describe an isolated ridge, enlarge the cell until this term is negligible.

The profile must also be smooth enough. A slope kink, as between facets, gives \(h_q\sim1/q^2\) at large \(q\), and the terms of (1) fall as \(1/|q|^3\), so the sum converges. A vertical step gives \(h_q\sim1/q\), and the sum diverges logarithmically; the small-slope assumption has failed there.

Equation (8) fails if film and substrate differ in stiffness, because the film thickness then enters the compliance. It also fails if the substrate is not thick compared with \(1/|q|\), or if the crystal's elastic anisotropy is significant. Near the wetting-layer thickness, the dependence of surface energy on film thickness must be added separately, and it can shift the balance expressed by (11). The film is assumed to stay coherent. At a misfit of 2% the equilibrium critical thickness for misfit dislocations is only a few nanometres, so the 20 nm layer above tests the elastic model and is not a film that would remain strained. The ridge is compared with the flat film alone; whether it breaks up along \(y\) into three-dimensional islands lies outside this model. The computed energies and ratios are listed in the numerical output below.

## Computed values

```
Young modulus E: 100 GPa
Poisson ratio nu: 0.25 (no unit)
flat-film elastic strain eps0: -0.020 (no unit)
surface energy gamma: 1.0 J/m^2
ridge height H: 2.0 nm
Gaussian width w: 20.0 nm
wetting layer in finite elements: 1.0 nm
largest ridge slope: 0.0607 (no unit)
flat-film stress sigma0: -2.6667 GPa
flat-film energy density w0: 0.05333 GPa
relaxation prefactor C: 0.06667 GPa
ridge cross-section: 100.27 nm^2
energy stored in unrelaxed ridge: 33.376 eV/nm
relaxation energy, isolated ridge: -1.6644 eV/nm
relaxation energy, isolated ridge: -0.2667 nJ/m
released fraction of ridge energy: 0.0499 (no unit)
surface cost, small slope: 0.5531 eV/nm
surface cost, full arc length: 0.5528 eV/nm
net energy: -1.1113 eV/nm
crossing width w*, formula: 6.647 nm
crossing width w*, root at H = 0.2 nm: 6.651 nm
array period: 200 nm
array Fourier sum / H^2: 0.9313 (no unit)
array relaxation per ridge: -1.5501 eV/nm
finite elements / formula, H = 2.0 nm: 0.9650 (no unit)
finite elements / formula, H = 1.0 nm: 0.9826 (no unit)
finite elements / formula, H = 0.5 nm: 0.9913 (no unit)
same ratio extrapolated to H = 0: 0.9999 (no unit)
same ratio, H = 1 nm, 20 nm layer: 0.9827 (no unit)
cosine, period 100 nm, nu 0.25, ratio: 0.9991 (no unit)
cosine, period 50 nm, nu 0.25, ratio: 0.9991 (no unit)
cosine, period 100 nm, nu 0.40, ratio: 0.9990 (no unit)
two harmonics, ratio: 0.9990 (no unit)
```
